# Mean Chord 4V/S for Uniform Cosine Entry into a Cavity: a program that tests the result

```python
"""Mean chord length of a cavity under uniform, cosine-distributed entry.

Result under test: mean flight length = 4 V / S, where V is the cavity volume
and S its whole bounding area (openings included). Flights start uniformly on
S with inward directions weighted by cos(theta), theta from the local normal.
Also tested: a hole with mouth area A and non-sticking diffuse walls has mean
total path 4 V / A and S / A surface arrivals per entrant (exit included).
Model bodies use an arbitrary length unit; the worked example uses nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.spatial import ConvexHull
from scipy.special import elliprg

rng = np.random.default_rng(20417)


def check_mean(samples, expected):
    """Compare a sample mean with a prediction, within 5 standard errors."""
    mean = np.mean(samples)
    error = np.std(samples) / np.sqrt(len(samples))
    assert error < 0.02 * abs(expected), (error, expected)
    assert abs(mean - expected) < 5 * error, (mean, expected, error)
    return mean, error


def tangent_frame(normal):
    """Two unit vectors perpendicular to each row of normal."""
    helper = np.eye(3)[np.argmin(np.abs(normal), axis=1)]
    first = np.cross(normal, helper)
    first /= np.linalg.norm(first, axis=1)[:, None]
    return first, np.cross(normal, first)


def cosine_components(count):
    """Two tangential components and the normal one, cosine-distributed."""
    u = rng.random(count)
    azimuth = 2 * np.pi * rng.random(count)
    return (np.sqrt(u) * np.cos(azimuth), np.sqrt(u) * np.sin(azimuth),
            np.sqrt(1 - u))


# ---------- convex polyhedra: direct ray tracing ----------
def surface_points(points, hull, count):
    corners = points[hull.simplices]
    areas = 0.5 * np.linalg.norm(np.cross(corners[:, 1] - corners[:, 0],
                                          corners[:, 2] - corners[:, 0]), axis=1)
    facet = rng.choice(len(areas), size=count, p=areas / areas.sum())
    r1 = np.sqrt(rng.random(count))[:, None]
    r2 = rng.random(count)[:, None]
    chosen = corners[facet]
    start = ((1 - r1) * chosen[:, 0] + r1 * (1 - r2) * chosen[:, 1]
             + r1 * r2 * chosen[:, 2])
    return start, -hull.equations[facet, :3]


def distance_to_exit(hull, start, direction):
    normals, offsets = hull.equations[:, :3], hull.equations[:, 3]
    closing = direction @ normals.T
    gap = -(start @ normals.T + offsets)
    ahead = closing > 1e-12
    return np.where(ahead, gap / np.where(ahead, closing, 1.0), np.inf).min(axis=1)


def polyhedron_chords(points, hull, count, cosine=True):
    start, inward = surface_points(points, hull, count)
    t1, t2 = tangent_frame(inward)
    if cosine:
        p, q, n = cosine_components(count)
    else:  # uniform in solid angle, used as a control
        n = 1 - rng.random(count)
        azimuth = 2 * np.pi * rng.random(count)
        p = np.sqrt(1 - n**2) * np.cos(azimuth)
        q = np.sqrt(1 - n**2) * np.sin(azimuth)
    direction = p[:, None] * t1 + q[:, None] * t2 + n[:, None] * inward
    return distance_to_exit(hull, start, direction)


slab = np.array([[x, y, z] for x in (0, 1) for y in (0, 1) for z in (0, 0.1)], float)
tetrahedron = np.array([[0, 0, 0], [1, 0, 0], [0.2, 1.3, 0], [0.3, 0.2, 0.9]], float)
random_body = rng.normal(size=(14, 3))
bodies = {"slab 1x1x0.1": slab, "tetrahedron": tetrahedron,
          "random polytope": random_body}
spread = []
print("Model bodies (arbitrary length unit):")
for name, points in bodies.items():
    hull = ConvexHull(points)
    prediction = 4 * hull.volume / hull.area
    chords = polyhedron_chords(points, hull, 200000)
    mean, error = check_mean(chords, prediction)
    spread.append(np.mean(chords**2) / mean**2)
    print(f"{name}: V={hull.volume:.4f} S={hull.area:.4f} 4V/S={prediction:.4f} "
          f"traced={mean:.4f}+-{error:.4f} <l^2>/<l>^2={spread[-1]:.3f}")

# One fixed direction: projected area times chord must fill the volume.
hull = ConvexHull(random_body)
start, inward = surface_points(random_body, hull, 200000)
beam = np.array([0.3, -0.5, 0.8])
beam /= np.linalg.norm(beam)
facing = np.maximum(inward @ beam, 0)
lengths = distance_to_exit(hull, start, np.tile(beam, (len(start), 1)))
filled, filled_error = check_mean(hull.area * facing * lengths, hull.volume)
print(f"random polytope, one direction: integral={filled:.4f}+-{filled_error:.4f}"
      f" V={hull.volume:.4f}")

# Control: directions uniform in solid angle must fail on the slab.
slab_hull = ConvexHull(slab)
control = polyhedron_chords(slab, slab_hull, 200000, cosine=False)
control_error = control.std() / np.sqrt(len(control))
slab_prediction = 4 * slab_hull.volume / slab_hull.area
assert abs(control.mean() - slab_prediction) > 20 * control_error
print(f"slab, uniform-solid-angle entry: mean={control.mean():.4f}+-{control_error:.4f}")
sphere_cosine = quad(lambda t: 2 * np.cos(t) * 2 * np.sin(t) * np.cos(t),
                     0, np.pi / 2)[0]
sphere_uniform = quad(lambda t: 2 * np.cos(t) * np.sin(t), 0, np.pi / 2)[0]
assert abs(sphere_cosine - 4 * (4 * np.pi / 3) / (4 * np.pi)) < 1e-10
assert abs(sphere_uniform - 1) < 1e-10
print(f"sphere R=1: cosine entry={sphere_cosine:.4f}, "
      f"uniform-solid-angle entry={sphere_uniform:.4f}")

# ---------- ellipsoid: deterministic quadrature ----------
axes = np.array([1.0, 1.5, 2.5])
order = 28
nodes, weights = np.polynomial.legendre.leggauss(order)
angles = 2 * np.pi * np.arange(order) / order
height, longitude = [g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij")]
ring = np.sqrt(1 - height**2)
position = axes * np.column_stack((ring * np.cos(longitude),
                                   ring * np.sin(longitude), height))
gradient = position / axes**2
gradient_size = np.linalg.norm(gradient, axis=1)
area_weight = (np.repeat(weights, order) * 2 * np.pi / order
               * axes.prod() * gradient_size)
inward = -gradient / gradient_size[:, None]
t1, t2 = tangent_frame(inward)
theta_nodes = np.pi / 4 * (nodes + 1)
theta, psi = [g.ravel() for g in np.meshgrid(theta_nodes, angles, indexing="ij")]
direction_weight = (np.repeat(weights * np.pi / 4, order) / order
                    * 2 * np.sin(theta) * np.cos(theta))
direction = (np.cos(theta)[None, :, None] * inward[:, None, :]
             + (np.sin(theta) * np.cos(psi))[None, :, None] * t1[:, None, :]
             + (np.sin(theta) * np.sin(psi))[None, :, None] * t2[:, None, :])
chord = (-2 * np.einsum("pdi,pi->pd", direction, gradient)
         / np.einsum("pdi,i->pd", direction**2, 1 / axes**2))
ellipsoid_volume = 4 * np.pi / 3 * axes.prod()
ellipsoid_area = 3 * ellipsoid_volume * elliprg(*(1 / axes**2))
ellipsoid_mean = area_weight @ chord @ direction_weight / area_weight.sum()
ellipsoid_square = area_weight @ chord**2 @ direction_weight / area_weight.sum()
ellipsoid_prediction = 4 * ellipsoid_volume / ellipsoid_area
assert abs(ellipsoid_mean / ellipsoid_prediction - 1) < 1e-4
spread.append(ellipsoid_square / ellipsoid_mean**2)
assert max(spread) - min(spread) > 0.05  # the distribution is not universal
print(f"ellipsoid semi-axes 1,1.5,2.5: V={ellipsoid_volume:.4f} "
      f"S={ellipsoid_area:.4f} 4V/S={ellipsoid_prediction:.6f} "
      f"quadrature={ellipsoid_mean:.6f} <l^2>/<l>^2={spread[-1]:.3f}")

# ---------- non-convex cavity: shell between spheres of radius 1 and b ----------
b = 0.5


def from_outer(t):
    blocked = np.sin(t) < b
    length = np.cos(t) - np.sqrt(b**2 - np.sin(t)**2) if blocked else 2 * np.cos(t)
    return length * 2 * np.sin(t) * np.cos(t)


def from_inner(t):
    return ((np.sqrt(1 - b**2 * np.sin(t)**2) - b * np.cos(t))
            * 2 * np.sin(t) * np.cos(t))


edge = np.arcsin(b)
outer_mean = quad(from_outer, 0, edge)[0] + quad(from_outer, edge, np.pi / 2)[0]
inner_mean = quad(from_inner, 0, np.pi / 2)[0]
shell_mean = (outer_mean + b**2 * inner_mean) / (1 + b**2)
shell_prediction = 4 * (4 * np.pi / 3 * (1 - b**3)) / (4 * np.pi * (1 + b**2))
assert abs(shell_mean - shell_prediction) < 1e-7
print(f"shell radii 1 and {b}: from outer={outer_mean:.6f} from inner={inner_mean:.6f} "
      f"area average={shell_mean:.6f} 4V/S={shell_prediction:.6f}")


# ---------- cylindrical hole with an open mouth ----------
def cylinder(radius, depth):
    """Volume, mouth area, whole bounding area (mouth included)."""
    mouth = np.pi * radius**2
    return mouth * depth, mouth, 2 * mouth + 2 * np.pi * radius * depth


def track_hole(count, radius, depth, sticking=0.0, gas_path=np.inf):
    """Follow entrants until exit or absorption.

    Returns, per entrant, the total path, surface arrivals (exit included)
    and floor hits. gas_path is the mean free path for isotropic scattering.
    """
    path, arrivals, floor_hits = np.zeros(count), np.zeros(count), np.zeros(count)
    r = radius * np.sqrt(rng.random(count))
    a = 2 * np.pi * rng.random(count)
    x, y, z = r * np.cos(a), r * np.sin(a), np.zeros(count)
    ux, uy, uz = cosine_components(count)
    alive = np.arange(count)
    while alive.size:
        size = alive.size
        sideways = np.maximum(ux**2 + uy**2, 1e-300)
        radial = x * ux + y * uy
        root = np.maximum(radial**2 - sideways * (x**2 + y**2 - radius**2), 0)
        to_side = np.maximum((-radial + np.sqrt(root)) / sideways, 0)
        to_end = np.where(uz > 0, depth - z, -z) / uz
        to_surface = np.minimum(to_side, to_end)
        if np.isfinite(gas_path):
            to_gas = rng.exponential(gas_path, size)
        else:
            to_gas = np.full(size, np.inf)
        step = np.minimum(to_surface, to_gas)
        path[alive] += step
        x, y, z = x + step * ux, y + step * uy, z + step * uz
        scattered = to_gas < to_surface
        side = ~scattered & (to_side < to_end)
        floor = ~scattered & ~side & (uz > 0)
        leaves = ~scattered & ~side & (uz <= 0)
        arrivals[alive] += ~scattered
        floor_hits[alive] += floor
        absorbed = (side | floor) & (rng.random(size) < sticking)
        p, q, n = cosine_components(size)
        rho = np.maximum(np.hypot(x, y), 1e-300)
        ex, ey = x / rho, y / rho
        x, y = np.where(side, radius * ex, x), np.where(side, radius * ey, y)
        z = np.where(floor, depth, z)
        ux = np.where(side, -n * ex - p * ey, p)
        uy = np.where(side, -n * ey + p * ex, q)
        uz = np.where(side, q, -n)
        if scattered.any():
            c = 2 * rng.random(size) - 1
            a = 2 * np.pi * rng.random(size)
            s = np.sqrt(1 - c**2)
            ux = np.where(scattered, s * np.cos(a), ux)
            uy = np.where(scattered, s * np.sin(a), uy)
            uz = np.where(scattered, c, uz)
        keep = ~(leaves | absorbed)
        alive = alive[keep]
        x, y, z, ux, uy, uz = [v[keep] for v in (x, y, z, ux, uy, uz)]
    return path, arrivals, floor_hits


def flight_ratio(path, arrivals):
    """Mean surface-to-surface flight over all flights, with standard error."""
    ratio = path.sum() / arrivals.sum()
    residual = path - ratio * arrivals
    return ratio, residual.std() / np.sqrt(len(path)) / arrivals.mean()


def first_flight(radius, depth):
    """Mean first flight from the mouth, averaged over in-plane distance c."""
    def integrand(c, alpha):
        return (2 * (depth + c - np.hypot(depth, c))
                * radius * np.cos(alpha) / (np.pi * radius**2))
    return dblquad(integrand, -np.pi / 2, np.pi / 2, 0,
                   lambda alpha: 2 * radius * np.cos(alpha))[0]


print("Test hole, diameter 1, depth 5 (arbitrary length unit):")
volume, mouth, area = cylinder(0.5, 5.0)
path, arrivals, floor_hits = track_hole(100000, 0.5, 5.0)
path_mean, path_error = check_mean(path, 4 * volume / mouth)
arrival_mean, arrival_error = check_mean(arrivals, area / mouth)
floor_mean, floor_error = check_mean(floor_hits, 1.0)
ratio, ratio_error = flight_ratio(path, arrivals)
assert abs(ratio - 4 * volume / area) < 5 * ratio_error
print(f"total path: 4V/A={4*volume/mouth:.3f} tracked={path_mean:.3f}+-{path_error:.3f}")
print(f"surface arrivals: S/A={area/mouth:.3f} "
      f"tracked={arrival_mean:.3f}+-{arrival_error:.3f}")
print(f"floor hits per entrant: tracked={floor_mean:.3f}+-{floor_error:.3f}")
print(f"mean flight: 4V/S={4*volume/area:.4f} tracked={ratio:.4f}+-{ratio_error:.4f}")
gas_paths, _, _ = track_hole(100000, 0.5, 5.0, gas_path=1.0)
gas_mean, gas_error = check_mean(gas_paths, 4 * volume / mouth)
print(f"total path with gas free path 1: tracked={gas_mean:.3f}+-{gas_error:.3f}")
single, _, _ = track_hole(200000, 0.5, 5.0, sticking=1.0)
single_formula = first_flight(0.5, 5.0)
single_mean, single_error = check_mean(single, single_formula)
print(f"first flight from mouth: formula={single_formula:.4f} "
      f"tracked={single_mean:.4f}+-{single_error:.4f}")
deep_limit = 16 * 0.5 / (3 * np.pi)
assert abs(first_flight(0.5, 1e4) - deep_limit) < 1e-3
print(f"first flight, deep-hole limit 16R/(3 pi)={deep_limit:.4f}")

# ---------- worked example ----------
diameter_nm, depth_nm = 100.0, 5000.0
temperature, pressure_torr = 473.0, 1.0
precursor_u, nitrogen_u = 72.09, 28.01     # molar masses, g/mol
collision_nm, molecule_nm = 0.5, 0.6       # rough collision and size diameters
sticking, film_nm, attempt_s = 0.01, 10.0, 1e-13
radius_nm = diameter_nm / 2
volume, mouth, area = cylinder(radius_nm, depth_nm)
mean_flight = 4 * volume / area
total_path = 4 * volume / mouth
entry_flight = first_flight(radius_nm, depth_nm)
thermal = const.k * temperature
mass = precursor_u * const.atomic_mass
mean_speed = np.sqrt(8 * thermal / (np.pi * mass))
# Flux-weighted mean of 1/v from the Maxwell distribution, by quadrature.
scale = np.sqrt(2 * thermal / mass)
inverse_speed = (quad(lambda w: w**2 * np.exp(-w**2), 0, 12)[0]
                 / quad(lambda w: w**3 * np.exp(-w**2), 0, 12)[0] / scale)
assert abs(inverse_speed * mean_speed - 1) < 1e-8
flight_time = mean_flight * 1e-9 / mean_speed
visit_time = total_path * 1e-9 / mean_speed
pressure = pressure_torr * const.torr
free_path_nm = 1e9 * thermal / (pressure * np.pi * (collision_nm * 1e-9)**2
                                * np.sqrt(1 + precursor_u / nitrogen_u))
sticky_path, sticky_arrivals, _ = track_hole(20000, radius_nm, depth_nm, sticking)
sticky_flight, sticky_error = flight_ratio(sticky_path, sticky_arrivals)
assert entry_flight < sticky_flight < mean_flight - 5 * sticky_error
v_size, _, s_size = cylinder(radius_nm - molecule_nm / 2, depth_nm - molecule_nm / 2)
v_film, _, s_film = cylinder(radius_nm - film_nm, depth_nm)
balance_energy = thermal * np.log(flight_time / attempt_s) / const.e

print("Worked example: trimethylaluminium in nitrogen, cylindrical hole")
print(f"diameter={diameter_nm:.0f} nm, depth={depth_nm:.0f} nm, "
      f"T={temperature:.0f} K, p={pressure_torr:.1f} Torr")
print(f"molar masses={precursor_u:.2f}, {nitrogen_u:.2f} g/mol; rough diameters: "
      f"collision={collision_nm:.1f} nm, molecule={molecule_nm:.1f} nm")
print(f"V={volume:.4e} nm^3, mouth A={mouth:.1f} nm^2, S={area:.4e} nm^2")
print(f"mean flight 4V/S={mean_flight:.2f} nm")
print(f"first flight from mouth={entry_flight:.2f} nm")
print(f"mean total path 4V/A={total_path:.0f} nm")
print(f"mean wall and floor hits per visit={area/mouth-1:.1f}")
print(f"mean speed={mean_speed:.1f} m/s")
print(f"mean flight time={flight_time*1e9:.4f} ns")
print(f"mean visit time without dwell={visit_time*1e9:.2f} ns")
print(f"gas mean free path={free_path_nm/1000:.1f} um")
print(f"expected gas collisions per flight={mean_flight/free_path_nm:.5f}")
print(f"expected gas collisions per visit={total_path/free_path_nm:.3f}")
print(f"mean flight with sticking {sticking:.2f}: "
      f"{sticky_flight:.2f}+-{sticky_error:.2f} nm")
print(f"surface arrivals per entrant with sticking={sticky_arrivals.mean():.1f}")
print(f"mean flight of molecule centre, finite size={4*v_size/s_size:.2f} nm")
print(f"mean flight after {film_nm:.0f} nm film={4*v_film/s_film:.2f} nm")
print(f"binding energy where dwell = flight time={balance_energy:.3f} eV "
      f"(attempt time {attempt_s:.0e} s)")
print("PASS")
```

Output:

```
Model bodies (arbitrary length unit):
slab 1x1x0.1: V=0.1000 S=2.4000 4V/S=0.1667 traced=0.1664+-0.0003 <l^2>/<l>^2=1.652
tetrahedron: V=0.1950 S=2.5108 4V/S=0.3107 traced=0.3110+-0.0005 <l^2>/<l>^2=1.530
random polytope: V=8.8192 S=26.2507 4V/S=1.3438 traced=1.3428+-0.0018 <l^2>/<l>^2=1.341
random polytope, one direction: integral=8.8780+-0.0361 V=8.8192
slab, uniform-solid-angle entry: mean=0.2175+-0.0004
sphere R=1: cosine entry=1.3333, uniform-solid-angle entry=1.0000
ellipsoid semi-axes 1,1.5,2.5: V=15.7080 S=33.6938 4V/S=1.864790 quadrature=1.864790 <l^2>/<l>^2=1.183
shell radii 1 and 0.5: from outer=1.016346 from inner=0.601283 area average=0.933333 4V/S=0.933333
Test hole, diameter 1, depth 5 (arbitrary length unit):
total path: 4V/A=20.000 tracked=19.776+-0.109
surface arrivals: S/A=22.000 tracked=21.753+-0.117
floor hits per entrant: tracked=0.981+-0.009
mean flight: 4V/S=0.9091 tracked=0.9091+-0.0004
total path with gas free path 1: tracked=19.799+-0.144
first flight from mouth: formula=0.7991 tracked=0.8015+-0.0018
first flight, deep-hole limit 16R/(3 pi)=0.8488
Worked example: trimethylaluminium in nitrogen, cylindrical hole
diameter=100 nm, depth=5000 nm, T=473 K, p=1.0 Torr
molar masses=72.09, 28.01 g/mol; rough diameters: collision=0.5 nm, molecule=0.6 nm
V=3.9270e+07 nm^3, mouth A=7854.0 nm^2, S=1.5865e+06 nm^2
mean flight 4V/S=99.01 nm
first flight from mouth=84.38 nm
mean total path 4V/A=20000 nm
mean wall and floor hits per visit=201.0
mean speed=372.7 m/s
mean flight time=0.2656 ns
mean visit time without dwell=53.66 ns
gas mean free path=33.0 um
expected gas collisions per flight=0.00300
expected gas collisions per visit=0.606
mean flight with sticking 0.01: 95.98+-0.11 nm
surface arrivals per entrant with sticking=20.4
mean flight of molecule centre, finite size=98.42 nm
mean flight after 10 nm film=79.37 nm
binding energy where dwell = flight time=0.321 eV (attempt time 1e-13 s)
PASS
```
